# Linear onset of longitudinal-transverse phonon splitting in an isolated polar monolayer

## A special case: a sheet of rigid ions

Take a flat layer with two ions per cell of area $A$, carrying charges $\pm Ze$. Let $w$ be the in-plane displacement of the positive ion relative to the negative one, and $\mu$ their reduced mass. The ions are rigid, so the dipole per area is $P=Zew/A$. Without a macroscopic electric field, short-range forces give oscillation at $\omega_{TO}$.

Let $w$ point along $x$ and vary along $x$, so that $P=P_0\cos qx$ with $q>0$. This longitudinal wave carries the bound sheet charge
$$\sigma=-\partial_xP=qP_0\sin qx .$$
Outside the sheet the potential obeys Laplace's equation and decays:
$$\phi=\phi_0\sin qx\,e^{-q|z|}.$$
Its normal field jumps by $2q\phi_0\sin qx$ across the sheet. Gauss's law equates this to $\sigma/\varepsilon_0$, so $\phi_0=P_0/(2\varepsilon_0)$. In the sheet,
$$E_x=-\partial_x\phi=-\frac{qP_0}{2\varepsilon_0}\cos qx=-\frac{q}{2\varepsilon_0}P .$$
The force $ZeE_x=-Z^2e^2q\,w/(2\varepsilon_0A)$ is an extra spring. Dividing by $\mu$,
$$\omega_{LO}^2=\omega_{TO}^2+Sq,\qquad S=\frac{Z^2e^2}{2\varepsilon_0A\mu}. \tag{1}$$
If $w$ points along $y$ and still varies along $x$, then $\sigma=0$ and no spring is added.

In a bulk crystal a longitudinal wave has $\varepsilon_0E+P=0$, hence $E=-P/\varepsilon_0$ at any small $q$, and the splitting survives as $q\to0$. In the sheet, positive and negative stripes lie a distance $\pi/q$ apart, and their field lines spread through a height of about $1/q$ of empty space. The field therefore weakens in proportion to $q$.

It remains to include electronic polarization and the fields between individual atoms.

## Assumptions and theorem

SI units are used; waves vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$, and $q=|\mathbf q|$.

- **A1.** The layer is flat, insulating and undoped, in vacuum. Its horizontal mirror separates in-plane from out-of-plane motion.
- **A2.** It has a rotation axis of order three or more normal to the plane, and a vertical mirror. In-plane second-rank response tensors at $q=0$ are then multiples of the unit tensor.
- **A3.** There are two atoms per cell, hence one in-plane optical pair. It is taken to be polar ($Z\ne0$) and is treated harmonically.
- **A4.** When the cell-averaged in-plane field $\mathcal E$ is held fixed, the force constants, effective charges and electronic polarizability are analytic in $\mathbf q$ near zero.
- **A5.** The Coulomb interaction is instantaneous.

The Born charge $Z$ is the cell dipole per relative displacement, in units of $e$, at $\mathcal E=0$. The electronic polarizability per area is written $2\varepsilon_0r$, which makes $r$ a length.

**Theorem.** Under A1–A5, as $q\to0$,
$$\omega_T^2(q)=\omega_{TO}^2+O(q^2),\qquad
\omega_L^2(q)=\omega_{TO}^2+\frac{Sq}{1+rq}+O(q^2), \tag{2}$$
with $S$ from (1) and $Z$ the Born charge. Hence the splitting vanishes at $q=0$, while $\omega_L^2$ has initial slope $S$ in every in-plane direction.

Since $Sq/(1+rq)=Sq-Srq^2+\dots$, the screening term is of the same order as the remainder. The theorem fixes the slope; the denominator is a model for larger $q$, useful when the remaining dispersion is small.

## Lemma 1: the field of a polarized sheet

**Lemma.** Let the half-spaces below and above have constant permittivities $\varepsilon_1,\varepsilon_2$, with $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$. A sheet polarization with longitudinal part $P_L$ and transverse part $P_T$ produces
$$\mathcal E_L=-\frac{q}{2\varepsilon_0\bar\varepsilon}P_L,\qquad \mathcal E_T=0. \tag{3}$$

**Proof.** The charge is $\sigma=-i\mathbf q\cdot\mathbf P=-iqP_L$. The potential is $\phi_0e^{i\mathbf q\cdot\mathbf r-q|z|}$ on both sides. The displacement field leaving the sheet is $\varepsilon_0\varepsilon_2q\phi_0$ upward and $\varepsilon_0\varepsilon_1q\phi_0$ downward. Gauss's law gives $2\varepsilon_0\bar\varepsilon q\phi_0=-iqP_L$, so $\phi_0=-iP_L/(2\varepsilon_0\bar\varepsilon)$. Then
$$\mathcal E_L=-iq\phi_0=(-i)^2\frac{qP_L}{2\varepsilon_0\bar\varepsilon}=-\frac{qP_L}{2\varepsilon_0\bar\varepsilon}.$$
A gradient has no transverse part. $\square$

## Lemma 2: local fields leave the non-analytic term unchanged

An ion feels its neighbours as separate dipoles, not as a smooth sheet. For point dipoles the difference can be isolated.

**Lemma.** In a flat lattice of point dipoles, the in-plane field at each site is an analytic function of $\mathbf q$ times the dipoles, plus the same field $-\mathbf q(\mathbf q\cdot\mathbf p)/(2\varepsilon_0Aq)$ at every site, where $\mathbf p$ is the total cell dipole.

**Proof.** Dipole fields are second derivatives of $1/R$. Split
$$\frac1R=\frac{\operatorname{erfc}(\eta R)}R+\frac{\operatorname{erf}(\eta R)}R .$$
The first part decays faster than exponentially, so its lattice sum is analytic in $\mathbf q$. For the second, write
$$\frac{\operatorname{erf}(\eta R)}R=\frac2{\sqrt\pi}\int_0^\eta e^{-s^2R^2}ds .$$
The planar Fourier transform of the Gaussian is $(\pi/s^2)e^{-k^2/4s^2}$. Substituting $v=k/2s$ gives
$$\frac2{\sqrt\pi}\int_0^\eta\frac{\pi}{s^2}e^{-k^2/4s^2}ds
=\frac{4\sqrt\pi}{k}\int_{k/2\eta}^{\infty}e^{-v^2}dv
=\frac{2\pi}{k}\operatorname{erfc}\frac{k}{2\eta}.$$
By Poisson summation, the lattice sum becomes a sum over $\mathbf k=\mathbf q+\mathbf G$, with $\mathbf G$ the reciprocal lattice vectors. Terms with $\mathbf G\ne0$ are analytic near $\mathbf q=0$ and converge rapidly. Removing a site's action on itself subtracts a constant. In the $\mathbf G=0$ term, two derivatives give $-q_\alpha q_\beta$:
$$-\frac{1}{4\pi\varepsilon_0}\frac{2\pi}{A}\frac{q_\alpha q_\beta}{q}\left(1-\operatorname{erf}\frac q{2\eta}\right).$$
Because $\operatorname{erf}(q/2\eta)/q$ is an even power series in $q$, its contribution is analytic. What remains is $-q_\alpha q_\beta/(2\varepsilon_0Aq)$, identical for all pairs of sites. $\square$

The remaining field is (3) with $\bar\varepsilon=1$ and $P=p/A$. Linearized forces between displaced ions contain the same kernel. Eliminating induced dipoles at fixed $\mathcal E$ inverts an analytic matrix, and the inverse is analytic if the matrix is nonsingular at $q=0$, as it is when the lattice is stable against spontaneous polarization. A4 therefore holds for stable polarizable point ions; for real electron clouds it is an assumption.

## Proof of the theorem

Use the mass-weighted coordinate $s=\sqrt\mu\,w$ for the optical pair. At fixed longitudinal field $\mathcal E$, and with the charge and polarizability taken at $q=0$,
$$\omega^2s_L=\omega_{TO}^2s_L-\frac{Ze}{\sqrt\mu}\mathcal E,\qquad
P_L=\frac{Ze}{A\sqrt\mu}s_L+2\varepsilon_0r\,\mathcal E. \tag{4}$$
The minus sign appears because $-\omega^2s_L$ is the acceleration. Insert $P_L$ into (3), keeping $\bar\varepsilon$ for later use:
$$\mathcal E=-\frac{q}{2\varepsilon_0\bar\varepsilon}\frac{Ze\,s_L}{A\sqrt\mu}-\frac{rq}{\bar\varepsilon}\mathcal E .$$
Collect $\mathcal E$ on the left and multiply by $\bar\varepsilon$:
$$\mathcal E=-\frac{Ze\,q\,s_L}{2\varepsilon_0A\sqrt\mu\,(\bar\varepsilon+rq)} .$$
The first equation of (4) becomes
$$\omega_L^2=\omega_{TO}^2+\frac{Sq}{\bar\varepsilon+rq}, \tag{5}$$
which is the explicit part of (2) for $\bar\varepsilon=1$. The transverse mode has $\mathcal E_T=0$ and no such term.

It must still be shown that nothing omitted from (4) is linear in $q$.

1. **Analytic force constants within the optical pair.** The dynamical matrix $D$ is Hermitian, and real forces require $D(-\mathbf q)=D(\mathbf q)^*$. Its linear part is thus $i$ times a real antisymmetric matrix. In the two-dimensional optical space this has the form $i(\mathbf c\cdot\mathbf q)\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ with a fixed in-plane vector $\mathbf c$. Rotations leave the matrix unchanged, so A2 requires $\mathbf c$ to be invariant under a rotation of order three or more. Hence $\mathbf c=0$.
2. **Coupling to acoustic modes.** The coupling is at least linear in $q$. Their squared frequencies are separated from $\omega_{TO}^2$, so second-order perturbation theory gives $O(q^2)$.
3. **Changes of $Z$ and $r$ with $\mathbf q$.** They multiply a field already proportional to $q$ and contribute at $O(q^2)$ or beyond.

To first order, the optical pair thus has the perturbation $Sq\,\hat{\mathbf q}\hat{\mathbf q}^{T}$, with eigenvalues $Sq$ and $0$. $\square$

**Corollary.** For $\omega_{TO}>0$,
$$\omega_L=\omega_{TO}\sqrt{1+\frac{Sq}{\omega_{TO}^2}+O(q^2)}=\omega_{TO}+\frac{S}{2\omega_{TO}}q+O(q^2). \tag{6}$$
The group velocity tends to $S/(2\omega_{TO})$, pointing along $\mathbf q$. The surface $\omega_L(\mathbf q)$ has a conical point at the origin.

**A lattice test.** A honeycomb lattice of point ions was given charges $\pm1.2e$, polarizability volumes $3.0\times10^{-4}$ and $6.0\times10^{-4}$ nm³, and nearest-neighbour springs equally stiff along and across the bond. Its own response at $q=0$ gives $Z=2.725$, $r=0.199$ nm and a predicted slope of 8506 meV² nm. Here and below, frequencies are quoted as energies, so $S$ includes $\hbar^2$. With $\mathbf q$ along a bond, directly summed dipole fields gave squared splittings of 2007 and 3800 meV² at $q=0.25$ and 0.50 nm$^{-1}$. After subtraction of $Sq/(1+rq)$, the remainder divided by $q$ was extrapolated linearly to $q=0$ and added to $S$. This gave a slope of 8493 meV² nm, 0.16% below the prediction. With the bare charge 1.2 the slope would be only $(1.2/2.725)^2\approx0.19$ times as large. The Born charge, with local fields included, is the one that counts.

## Worked example

The following round values are in the rough regime of monolayer hexagonal boron nitride: lattice constant 0.25 nm, $Z=2.7$, $\hbar\omega_{TO}=170$ meV and $r=0.75$ nm. The cell area is 0.05413 nm², and the masses 10.81 and 14.007 u give $\mu=6.101$ u. With $e^2/2\varepsilon_0=9047.6$ meV nm and $\hbar^2/\mathrm u=0.04180$ meV nm²,
$$S=\frac{9047.6\times2.7^2\times0.04180}{0.05413\times6.101}\approx8.35\times10^3\ \text{meV}^2\,\text{nm}.$$
The initial slope of the energy is $8349/(2\times170)=24.6$ meV nm, a group velocity of 37 km/s.

At $q=0.1$ nm$^{-1}$, equation (5) adds $834.9/1.075=777$ meV², so
$$\hbar\omega_L=\sqrt{170^2+777}\approx172.3\ \text{meV}.$$
Without screening, (1) gives 172.4 meV. At 1 nm$^{-1}$ the two laws give 183.5 and 193.0 meV, so the linear law is no longer adequate. Within formula (5) its range is set by $rq\ll1$; here $rq=0.1$ at $q=0.13$ nm$^{-1}$.

For $rq\gg1$, formula (5) would level off at $\omega_{TO}^2+S/r$. This is a limit of the continuum model alone: in a real layer the analytic dispersion, omitted here, need not be small once $q$ approaches the zone boundary.

## A periodic supercell restores the splitting

Plane-wave calculations often repeat the layer at a spacing $d$. If all copies move in phase, sheet $n$ contributes the field (3) reduced by $e^{-q|n|d}$. The sum is
$$1+2\sum_{n=1}^{\infty}e^{-nqd}=\frac{1+e^{-qd}}{1-e^{-qd}}=\coth\frac{qd}{2}.$$
Thus $q$ in (5), with $\bar\varepsilon=1$, is replaced by $Q=q\coth(qd/2)$. As $q\to0$ along the plane, $Q\to2/d$ and
$$\omega_L^2-\omega_{TO}^2\longrightarrow\frac{2S/d}{1+2r/d}=\frac{2S}{d+2r}. \tag{7}$$
Since $2S/d=Z^2e^2/(\varepsilon_0Ad\mu)$ and the stack has in-plane electronic permittivity $1+2r/d$, this is the usual bulk splitting for cell volume $Ad$.

For $d=2$ nm, (7) gives $2\times8349/3.5=4771$ meV². The longitudinal energy is 183.5 meV, a false splitting of 13.5 meV. It equals the isolated-layer value at $q=1$ nm$^{-1}$ because $2/d=1$ nm$^{-1}$. A finite stack of 1500 sheets at $q=0.01$ nm$^{-1}$ gives 4745 meV². It must lie below the infinite stack: the largest eigenvalue of its positive coupling matrix cannot exceed the largest row sum, which is less than $\coth(qd/2)$.

The isolated result returns when $qd\gg1$. At $q=0.1$ nm$^{-1}$ this means $d\gg10$ nm. Cutting off the Coulomb interaction between copies removes the condition. A calculation exactly at $q=0$ that omits the macroscopic field shows no splitting, but this does not cure the false limit at small $q$.

## Very small wavevectors: retardation

Assumption A5 fails near the light line $q=\omega/c$, where $c$ is the speed of light. Let fields outside vary as $e^{iqx-\kappa|z|}$, with $\kappa^2=q^2-\omega^2/c^2$.

For longitudinal polarization, $H_y=\pm He^{-\kappa|z|}$ above and below. Ampère's law outside gives $\kappa H=-i\omega\varepsilon_0\mathcal E_L$. Across the sheet, whose current is $-i\omega P_L$, it gives $-2H=-i\omega P_L$. Therefore
$$\mathcal E_L=\frac{i\kappa H}{\omega\varepsilon_0}=-\frac{\kappa}{2\varepsilon_0}P_L,$$
and $q$ in (5) is replaced by $\kappa$.

For transverse polarization, the wave equation gives a jump in the slope of $\mathcal E_T$, namely $2\kappa\mathcal E_T=\omega^2P_T/(\varepsilon_0c^2)$. Hence
$$\mathcal E_T=\frac{\omega^2}{2\varepsilon_0c^2\kappa}P_T .$$
For $q\gg\omega/c$ its magnitude, per unit polarization, is about $(\omega/cq)^2$ times that of the longitudinal field. At $q=0$, outgoing waves require $\kappa=-i\omega/c$, and both fields equal $i\omega P/(2\varepsilon_0c)$. The two modes are still degenerate, as isotropy demands, but they radiate. For $r\omega/c\ll1$,
$$\omega^2\approx\omega_{TO}^2-\frac{iS\omega_{TO}}c,\qquad \omega\approx\omega_{TO}-\frac{iS}{2c}.$$
The energy decays at rate $S/c$, corresponding here to a width of 0.042 meV.

The light line lies at $8.6\times10^{-4}$ nm$^{-1}$. At twice this wavevector, retardation lowers the longitudinal shift from 0.0422 to 0.0366 meV. The linear law therefore belongs to the window $\omega/c\ll q\ll1/r$, provided the analytic dispersion is also small there, and its slope is the extrapolation from that window to $q=0$.

## Other corrections and the real layer

**Thickness.** Replace the sheet by an isotropic slab of thickness $t$ with the same in-plane polarizability. From (4),
$$\varepsilon=1+\frac2t\left(r+\frac{S}{\omega_{TO}^2-\omega^2}\right).$$
The even potential is $\cosh qz$ inside and decays outside; continuity of the normal displacement gives $\varepsilon=-\coth(qt/2)\approx-2/(qt)$. Multiplying by $t/2$ and rearranging,
$$\omega^2-\omega_{TO}^2\approx\frac{Sq}{1+(r+t/2)q}.$$
The slope is unchanged. For $t=0.33$ nm and $q=0.1$ nm$^{-1}$, the energy falls by 0.03 meV.

**Free carriers.** If $\hbar v_Fq\ll\hbar\omega$, with $v_F$ the Fermi velocity, $n$ carriers per area of mass $m$ respond as free charges: $-m\omega^2x=-e\mathcal E$. Their polarization is $-nex=-ne^2\mathcal E/(m\omega^2)$, which lowers $r$ by $ne^2/(2\varepsilon_0m\omega^2)$ and leaves the initial slope alone. For $10^{12}$ cm$^{-2}$ and half the free-electron mass, the longitudinal energy at 0.1 nm$^{-1}$ rises by 0.10 meV. For a single spin-degenerate circular pocket at low temperature, $v_F=\hbar\sqrt{2\pi n}/m$, which gives $\hbar v_Fq=3.8$ meV, well below 170 meV. At 300 K the thermal energy $k_BT=26$ meV exceeds the Fermi energy of 4.8 meV, so the thermal speed $\sqrt{2k_BT/m}$ replaces $v_F$ in the condition; it gives 8.9 meV, still well below 170 meV. Scattering of the carriers is neglected.

**Comparison with boron nitride.** The chosen parameters are rough, so the slope is an estimate for this material, not a measured value. A supported layer breaks the vacuum assumption. With a half-space of constant permittivity 2 below, $\bar\varepsilon=1.5$: the slope falls from 24.6 to 16.4 meV nm, and the energy at 0.1 nm$^{-1}$ from 172.3 to 171.6 meV. A substrate whose permittivity varies strongly near 170 meV needs a frequency-dependent treatment. In the lattice model, the analytic difference between the branches changes the splitting at 0.1 nm$^{-1}$ by only about 0.01 meV, but dispersion common to both branches is not estimated by that number.

At 300 K the thermal occupation of the mode is 0.0014. This does not determine its anharmonic width or frequency shift. For an assumed width of 1 meV, the linear shift equals the width at $q=0.04$ nm$^{-1}$; below that, the two branches overlap in energy even though the law for their centres still holds. The full set of values is in the numerical output.

## Numbers as computed

```
Inputs: a=0.25 nm, Z=2.7, TO=170.0 meV, r=0.75 nm
Masses B, N: 10.81, 14.007 u; reduced mass 6.1013 u
Cell area: 0.05413 nm^2
e^2/(2 eps0): 9047.56 meV nm; hbar^2/u: 0.04180 meV nm^2
Slope S of squared LO energy: 8348.7 meV^2 nm
Initial slope of LO energy: 24.56 meV nm
Initial LO group velocity: 37.31 km/s
q=0.00 nm^-1: LO 170.000 meV; linear law 170.000 meV
q=0.01 nm^-1: LO 170.244 meV; linear law 170.245 meV
q=0.03 nm^-1: LO 170.719 meV; linear law 170.735 meV
q=0.10 nm^-1: LO 172.269 meV; linear law 172.438 meV
q=0.30 nm^-1: LO 175.911 meV; linear law 177.213 meV
q=1.00 nm^-1: LO 183.496 meV; linear law 192.999 meV
q where r*q=0.1: 0.1333 nm^-1
Lattice test (its own parameters):
  ionic charge 1.2 e; Born charge 2.7254 e
  polarizability volumes B, N: 3.0e-04, 6.0e-04 nm^3
  screening length 0.1992 nm
  dipole-sum slope / predicted slope: 0.99963
  predicted S 8506.2; extrapolated 8492.6 meV^2 nm
  q=0.25 nm^-1: squared splitting 2006.9 meV^2
  q=0.50 nm^-1: squared splitting 3799.7 meV^2
  remaining q^2 coefficient: -300.4 meV^2 nm^2
  its LO-TO effect at q=0.1 nm^-1: -0.0088 meV
Poisson / sheet formula: 0.99987, 1.00000, 0.99976
Supercell spacing: 2.0 nm
False squared splitting at q=0: 4770.7 meV^2
Same from 1500 sheets, q=0.01 nm^-1: 4744.6 meV^2
False LO energy 183.496; splitting 13.496 meV
Light-line wavevector: 8.615e-04 nm^-1
At twice this q, LO-TO unretarded: 0.04225 meV
  retarded sheet: 0.03659 meV
  Maxwell slab: 0.03658 meV
Radiative energy width S/c: 0.04231 meV
  Maxwell slab at q=0: 0.04231 meV
Slab 0.33 nm thick, q=0.1 nm^-1: LO 172.235 meV
Half-space eps=2 below: initial slope 16.37 meV nm
  LO at q=0.1 nm^-1: 171.552 meV
Carriers 1.0e+12 cm^-2, mass 0.5 m_e, q=0.1 nm^-1:
  LO change 0.1017 meV
  electron-hole energy scale hbar*v_F*q: 3.820 meV
Phonon occupation at 300 K: 0.00140
Assumed linewidth 1.0 meV equals linear shift at q=0.0407 nm^-1
```
